\section*{Image force on a screw dislocation near a free surface}

\section{The decision that needs the force}

A calculation of plastic flow in a metal film must decide when a dislocation near the surface is to be taken out of the film. Where the surface is bare and no other stress acts on it, the dislocation leaves if the surface pulls harder than the lattice resists; otherwise it stays and its stress must be kept in the sum. For a straight screw dislocation parallel to a bare, flat surface the pull per unit length is
\begin{equation}
F=\frac{\mu b^2}{4\pi d},
\label{main}
\end{equation}
where $\mu$ is the shear modulus, $b$ the length of the Burgers vector and $d$ the depth. The solid is an isotropic, linearly elastic half-space without applied load, and $d$ is much larger than the radius $r_0$ of the core, inside which linear elasticity fails.

The solid fills $x>0$, with its surface at $x=0$. The dislocation runs along $z$ through the point $(d,0)$ of the $xy$ plane. An attraction is a negative $F_x$. All energies and forces are per unit length of line.

\section{First derivation: image stress and force on the line}

\subsection{The field without a surface}

The displacement has one component, $w(x,y)$ along $z$, so the only stresses are
\begin{equation}
\sigma_{xz}=\mu\,\partial_x w,\qquad \sigma_{yz}=\mu\,\partial_y w .
\end{equation}
Equilibrium, $\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=0$, then reads $\nabla^2w=0$. The dislocation enters through the rule that $w$ grows by $b$ on a counterclockwise circuit around the line. In an infinite solid both demands are met by $w=b\theta/2\pi$, with $\theta$ the polar angle about $(d,0)$. Let $r^2=(x-d)^2+y^2$. Since $\partial_x\theta=-y/r^2$ and $\partial_y\theta=(x-d)/r^2$,
\begin{equation}
\sigma_{xz}=-\frac{\mu b}{2\pi}\frac{y}{r^2},\qquad
\sigma_{yz}=\frac{\mu b}{2\pi}\frac{x-d}{r^2}.
\label{self}
\end{equation}

\subsection{The image}

A free surface at $x=0$ requires $\sigma_{xx}=\sigma_{xy}=\sigma_{xz}=0$ there. The first two vanish already; the third does not. Add the field of a screw of strength $-b$ at $(-d,0)$, and let $r'^2=(x+d)^2+y^2$:
\begin{align}
\sigma_{xz}&=-\frac{\mu b}{2\pi}\,y\left(\frac1{r^2}-\frac1{r'^2}\right),\\
\sigma_{yz}&=\frac{\mu b}{2\pi}\left(\frac{x-d}{r^2}-\frac{x+d}{r'^2}\right).
\label{total}
\end{align}
At $x=0$ we have $r=r'$, so $\sigma_{xz}=0$. The added field has its singular line outside the solid. Inside, it satisfies equilibrium and its displacement is single-valued, so the Burgers vector is unchanged.

No other field will do. Let $v$ be the difference of two solutions with the same singularity at the line. It is harmonic, single-valued and bounded, and its gradient falls faster than $1/R$ at large distance $R$, because no load is applied. Then
\begin{equation}
\int|\nabla v|^2\,dA=\oint v\,\partial_n v\,ds=0,
\end{equation}
since $\partial_nv=0$ on the surface and the far arc contributes nothing. Hence $\nabla v=0$, and the stress is unique.

\subsection{From stress to force}

Put the cut across which $w$ jumps on $y=0$, $x<d$. With $-\pi<\theta<\pi$, the material just above the cut is displaced by $b$ along $+z$ relative to that just below. When the line advances by $\delta$ along $x$, a new strip of width $\delta$ slips by $b$. A stress $\sigma_{yz}$ drags the upper side towards $+z$, so it releases the energy $\sigma_{yz}b\,\delta$. The force is therefore
\begin{equation}
F_x=b\,\sigma_{yz},
\label{pk}
\end{equation}
the component of the Peach--Koehler force needed here.

The stress to be inserted is the total less the line's own field \eqref{self}. That field is odd about the line and averages to zero over a circle around it, so it favours no direction. What remains is the image term of \eqref{total} at $(d,0)$, where $x+d=r'=2d$:
\begin{equation}
\sigma_{yz}^{\rm im}=-\frac{\mu b}{2\pi}\frac{2d}{(2d)^2}=-\frac{\mu b}{4\pi d},
\qquad
F_x=-\frac{\mu b^2}{4\pi d}.
\label{first}
\end{equation}
The factor $4\pi$ is the $2\pi$ of the screw field times the 2 in the separation $2d$.

\section{Second derivation: the stored energy}

\subsection{Reduction to the core circle}

Equilibrium allows the stress to be written with one function $\varphi$,
\begin{equation}
\sigma_{xz}=\partial_y\varphi,\quad \sigma_{yz}=-\partial_x\varphi,\quad
\varphi=-c\ln\frac{r}{r'},\quad c=\frac{\mu b}{2\pi},
\end{equation}
and differentiation returns the stresses found above. The strain energy outside the core is
\begin{equation}
W=\frac1{2\mu}\int(\sigma_{xz}^2+\sigma_{yz}^2)\,dA=\frac1{2\mu}\int|\nabla\varphi|^2dA .
\end{equation}
Because $\nabla^2\varphi=0$ there, $|\nabla\varphi|^2=\nabla\cdot(\varphi\nabla\varphi)$ and the integral moves to the boundary. On the free surface $\varphi=0$. On a far arc $\varphi\sim1/R$ and $|\nabla\varphi|\sim1/R^2$, so that part vanishes as $1/R^2$. The core circle $r=r_0$ is left. The normal pointing out of the material is $-\hat r$, and
\begin{equation}
\varphi=c(\ln r'-\ln r_0),\qquad -\partial_r\varphi=c\left(\frac1{r_0}-\partial_r\ln r'\right).
\end{equation}
With $c^2/2\mu=\mu b^2/8\pi^2$ this gives
\begin{equation}
W=\frac{\mu b^2}{8\pi^2}\int_0^{2\pi}(\ln r'-\ln r_0)(1-r_0\partial_r\ln r')\,d\theta .
\label{circle}
\end{equation}

\subsection{The integral}

On the circle $r'=|2d+re^{i\theta}|$, so the series of the logarithm gives
\begin{align}
\ln r'&=\ln 2d+\sum_{n\ge1}\frac{(-1)^{n+1}}{n}\left(\frac{r}{2d}\right)^n\cos n\theta,\\
r\,\partial_r\ln r'&=\sum_{n\ge1}(-1)^{n+1}\left(\frac{r}{2d}\right)^n\cos n\theta .
\end{align}
The integral of $\ln r'$ is $2\pi\ln2d$, that of $-\ln r_0$ is $-2\pi\ln r_0$, and $\ln r_0$ times the second series integrates to zero. In the product of the two series only equal $n$ survive, each with $\int\cos^2n\theta\,d\theta=\pi$. With $q=r_0^2/4d^2$,
\begin{equation}
-\int_0^{2\pi}\ln r'\,r_0\partial_r\ln r'\,d\theta=-\pi\sum_{n\ge1}\frac{q^n}{n}=\pi\ln(1-q).
\end{equation}
Collecting terms,
\begin{equation}
W=\frac{\mu b^2}{4\pi}\left[\ln\frac{2d}{r_0}+\frac12\ln(1-q)\right].
\label{energy}
\end{equation}

\subsection{The force}

No load does work, so $F_x=-dW/dd$ at fixed $r_0$. From $dq/dd=-2q/d$,
\begin{equation}
F_x=-\frac{\mu b^2}{4\pi}\left[\frac1d+\frac{q}{d(1-q)}\right]
=-\frac{\mu b^2}{4\pi d}\,\frac1{1-q}.
\label{second}
\end{equation}
For $d\gg r_0$ this is \eqref{first}. The factor $1/(1-q)$ comes from leaving out the energy inside the core. If the image field is continued into the core by linear elasticity, its energy there is $-(\mu b^2/8\pi)\ln(1-q)$, which cancels the last term of \eqref{energy}. Thus $q$ sets the order of magnitude by which the treatment of the core matters; a hollow, traction-free core, with energy $(\mu b^2/4\pi)\,\mathrm{arccosh}(d/r_0)$, changes the force by about $2q$.

The solid holds half the energy of a real pair $\pm b$ at separation $s=2d$ in an infinite solid, whose energy is $(\mu b^2/2\pi)\ln(s/r_0)$. This does not halve the force: moving the line by $\delta$ moves its image too, so $s$ changes by $2\delta$. The two factors cancel.

\subsection{Where the energy is released}

Let $W$ now include the energy of the image field inside the core, so that the last term of \eqref{energy} is cancelled. Remove a layer of thickness $\delta$ from the free surface. The depth falls to $d-\delta$. The traction on the new surface is of order $\delta$, so the energy released as it relaxes is of order $\delta^2$. To first order the solid loses just what the layer stored. From \eqref{total}, $\sigma_{yz}(0,y)=-\mu bd/[\pi(d^2+y^2)]$, and
\begin{equation}
\frac{dW}{dd}=\int_{-\infty}^{\infty}\frac{\sigma_{yz}^2}{2\mu}dy
=\frac{\mu b^2d^2}{2\pi^2}\int_{-\infty}^{\infty}\frac{dy}{(d^2+y^2)^2}
=\frac{\mu b^2}{4\pi d},
\end{equation}
because $y=d\tan u$ turns the last integral into $d^{-3}\int_{-\pi/2}^{\pi/2}\cos^2u\,du=\pi/2d^3$. The line is attracted because a shallower position leaves less strained material.

\section{What each derivation assumes}

The first derivation needs the stress at one point, and it gives the force for any arrangement whose images are known. Its price is \eqref{pk}, in which the image stress is treated like an applied stress although it moves with the line. The second derivation does not use \eqref{pk}, and so confirms that no factor of one half is missing. It needs instead a core that moves without changing its own energy, and a total energy that includes every load. Both need linear elasticity outside the core and a traction-free surface.

The energy route also extends to anisotropic crystals. Without another length in the problem, $W$ depends on $d$ and $r_0$ through $d/r_0$ alone. Enlarging a small core by $dr_0$ removes the energy $E\,dr_0/r_0$ of a thin ring, where $E$ belongs to the infinite crystal. Hence $W=E\ln(d/r_0)+\text{const}$ and
\begin{equation}
F_x=-\frac{E}{d}
\label{scaling}
\end{equation}
to leading order in $r_0/d$, for any orientation of the surface. The isotropic screw has $E=\mu b^2/4\pi$.

\section{When the surface is not bare}

\subsection{A surface layer}

Let a layer of thickness $t$ and modulus $\mu_l$ cover the metal, with $x=0$ and $d$ now referred to their interface. For the Fourier component of wavenumber $k>0$ along $y$, the source $-c\ln r$ becomes $(\pi c/k)e^{-k|x-d|}$. In the metal a reflected part is added,
\begin{equation}
\varphi_k=\frac{\pi c}{k}\left[e^{-k|x-d|}+R\,e^{-k(x+d)}\right],
\end{equation}
and in the layer $\varphi_k\propto\sinh k(x+t)$, which vanishes at the outer surface. Continuous traction makes $\varphi$ continuous; continuous displacement makes $\mu^{-1}\partial_x\varphi$ continuous. Dividing the second condition by the first at $x=0$,
\begin{equation}
\frac{1-R}{\mu(1+R)}=\frac{\coth kt}{\mu_l}
\;\Rightarrow\;
R=\frac{\mu_l\tanh kt-\mu}{\mu_l\tanh kt+\mu}.
\end{equation}
The reflected part gives $\sigma_{yz}=-\partial_x\varphi$ at the line, so
\begin{equation}
F_x=\frac{\mu b^2}{2\pi}\int_0^\infty R(k)\,e^{-2kd}\,dk .
\label{layer}
\end{equation}
For $t=0$, $R=-1$ and \eqref{first} returns. For $\mu_l=\mu$, $R=-e^{-2kt}$ and the depth is simply $d+t$. For a thick layer $R$ tends to $\kappa=(\mu_l-\mu)/(\mu_l+\mu)$, a single image of strength $\kappa b$. A thick, stiffer neighbour therefore repels the dislocation.

\subsection{A film on a substrate}

Let a film of thickness $h$ have a bare surface at $x=0$ and a thick substrate of modulus $\mu_s$ beyond $x=h$, so that $\kappa=(\mu_s-\mu)/(\mu_s+\mu)$. Reflection at the surface sends $x$ to $-x$ with factor $-1$; reflection at the substrate sends $x$ to $2h-x$ with factor $\kappa$. Repeated reflection gives images of relative strength $(-\kappa)^{|n|}$ at $d+2nh$, whose forces cancel between $n$ and $-n$, and of strength $-(-\kappa)^{|n|}$ at $-d+2nh$. Adding the latter, with $n$ and $-n$ paired,
\begin{equation}
F_x=-\frac{\mu b^2}{4\pi d}\left[1+2\sum_{n\ge1}(-\kappa)^n\frac{d^2}{d^2-n^2h^2}\right].
\label{film}
\end{equation}

\section{A vanadium film}

Vanadium is body-centred cubic, with Burgers vectors of type $\frac12\langle111\rangle$. A film with a (110) surface has such directions in its surface plane, so a screw can lie parallel to the surface. Take as inputs $\mu=47$ GPa and a lattice constant of $0.303$ nm, chosen to be near those of vanadium, whence $b=\frac{\sqrt3}{2}(0.303)=0.2624$ nm, and a depth $d=20$ nm. Since $1$ GPa\,nm $=1$ N/m,
\begin{equation}
F=\frac{47\times0.2624^2}{4\pi\times20}\ \text{N/m}=12.9\ \text{mN/m}=0.080\ \text{eV/nm}^2 .
\end{equation}
Dividing by $b$ gives an equivalent shear stress of 49 MPa. At depths of 5, 10 and 50 nm it is 196, 98 and 20 MPa. The energy scale $\mu b^2/4\pi$ is 1.61 eV/nm. With $r_0=b$ the stored energy is $1.61\ln(40/0.2624)=8.1$ eV/nm; this value depends on the chosen $r_0$, whereas the leading force does not.

\subsection{Can it leave?}

One $\{110\}$ glide plane containing the line is parallel to the surface, and the image force cannot drive glide on it. The other two are inclined by $60^\circ$, and on them the force acts with the fraction $\sin60^\circ=0.866$, or 42.5 MPa at 20 nm. Take a lattice friction $\tau_f=100$ MPa, a rough value for the temperature and strain rate of use, and treat it as a sharp threshold. The dislocation then stays. In reality screw glide in vanadium is thermally activated, so below the threshold the line may still creep, and a long wait calls for a lower $\tau_f$. The two stresses balance at
\begin{equation}
d^*=\frac{\mu b\sin60^\circ}{4\pi\tau_f}=8.5\ \text{nm}.
\end{equation}
Nearer a bare surface than this, the pull exceeds the friction and keeps growing. If slip on $\{112\}$ planes also occurs with the same friction, $d^*$ rises to 9.8 nm, because one such plane contains the line and is perpendicular to the surface, so the whole force acts on it. For a bare surface $d^*\propto1/\tau_f$, so an error of a factor of two in the friction is a factor of two in the depth.

\subsection{What the simple formula leaves out}

Each change below is relative to the bare isotropic value at $d=20$ nm, other settings held fixed.

\emph{Oxide.} For $t=3$ nm and $\mu_l=60$ GPa, numerical quadrature lowers the force by 16\%. The added depth alone, with equal moduli, would give $20/23$, a loss of 13\%; the stiffness of the layer supplies the rest. The balance depth on the inclined $\{110\}$ planes, measured from the metal--oxide interface, falls from 8.5 to 4.4 nm. Closer in, the pull no longer grows without limit: \eqref{layer} makes it change sign about 0.4 nm from the interface, because the oxide is stiffer than the metal. On the inclined planes the resolved pull peaks at 132 MPa, about 1.6 nm from the interface, and falls back to the friction of 100 MPa at 0.7 nm, where the line would halt. With a friction above 132 MPa the pull would nowhere overcome it on these planes; on the perpendicular $\{112\}$ plane the peak is 153 MPa. This picture rests on the assumed $\mu_l$. An oxide softer than the metal gives no change of sign: for $\mu_l=30$ GPa the loss at 20 nm is 9\% and the balance depth 6.6 nm. For $\mu_l=90$ GPa the loss is 23\% and the resolved pull peaks at 75 MPa, below the friction. The halting distance is only a few core radii, so linear elasticity can show that the line approaches the oxide, but not that it leaves the metal.

\emph{Substrate.} For $h=200$ nm and $\mu_s=65$ GPa, $\kappa=0.161$. The first term of \eqref{film} adds $2(0.161)(0.01)/(0.99)$, and the full sum gives $+0.3\%$. Matching the fields at both interfaces numerically, with the oxide present, gives $-16\%$ in all.

\emph{Anisotropy.} In \eqref{scaling}, $E=Kb^2/4\pi$ for this screw. The standard theory of straight dislocations in anisotropic crystals, used here without proof, gives $K$ as the component along the line of
\begin{equation}
L=\frac1\pi\int_0^\pi(Q-RT^{-1}R^{\mathsf T})\,d\omega .
\end{equation}
Here $Q_{ik}=C_{ijkl}m_jm_l$, $R_{ik}=C_{ijkl}m_jn_l$ and $T_{ik}=C_{ijkl}n_jn_l$, where $C_{ijkl}$ are the elastic constants and $m,n$ are perpendicular unit vectors normal to the line, turned through $\omega$. For rough constants $C_{11},C_{12},C_{44}=230,120,43$ GPa, a numerical average over angles gives $K=50.6$ GPa, a force 8\% larger.

\emph{Heating.} A rise of 100 K with an expansion mismatch of $6\times10^{-6}$ K$^{-1}$ strains the film by $\varepsilon=6\times10^{-4}$ in its plane. In an isotropic film the stress is equal in all in-plane directions, so $\sigma_{yz}=0$ and \eqref{pk} gives no force. In the cubic film the stresses along [001] and the in-plane $\langle110\rangle$ direction differ. With $\sigma_{xx}=0$, solving for the strain along the normal and resolving the stress on the line gives a shear of 7 MPa, which is 15\% of the image stress, although the tension or compression along the line is 116 MPa. The sign of this force changes with that of $b$ or of the strain. Stress left from growth acts in the same way and is often larger: an equal in-plane strain that produces 1 GPa along the line gives a shear of 63 MPa, more than the image stress at 20 nm. Softening of $\mu$ by a rough $10^{-4}$ per kelvin lowers the image force by 1\%.

\emph{Core.} With $r_0=b$, $q=(0.2624/40)^2=4\times10^{-5}$, far below the other changes.

These parameters are meant to be typical of a thin vanadium film, but the friction and the oxide vary with purity, temperature and preparation. Of the effects sized here, friction matters most: it decides whether the line moves at all. In the force itself the oxide and the heating make the largest changes, 16\% and 15\%, too close to rank with such rough inputs. A real film also has grain boundaries, curved lines and other dislocations. A parallel screw 40 nm away exerts, before its own image is counted, a force as large as the surface does at 20 nm, so \eqref{main} settles the fate of a dislocation only where such neighbours are much farther away than $2d$ and the film carries little residual stress. For a deeper neighbour its image adds to its push: a like screw 200 nm directly below still exerts 37\% of the image force, against 4\% for one 200 nm away at the same depth.
